**Solvation free energy and interaction energy for water in a dielectric cavity**

For a solute in a linear dielectric at equilibrium, the program tests ΔG = (E0 − E_gas) + E_int/2, where E0 is the vacuum-Hamiltonian energy of the solvated state, E_gas the gas-phase energy and E_int the interaction of all solute charges with the reaction field. A finite-volume solution of the dielectric equation is asserted to reproduce the reaction factor f of a spherical cavity and both parts of the polarising cost, which add to −E_int/2. For water at the RHF/6-31G* level, the self-consistent ΔG is asserted to agree with direct minimisation over trial fields and with an integral over the coupling strength. The output gives ΔG = −9.81 mHa against E_int = −22.02 mHa, a ratio of 0.445; the ratio is below one half because the molecule also pays for its own distortion. The program further asserts that the orbital sum yields the same free energy for two cavity centres when corrected by half the difference between the nuclear and electronic parts of E_int. With the cavity centred on oxygen, the shorter correction −E_int/2 is wrong by 49.76 mHa. A single rigid dipole in a field shows that the factor one half is lost when the medium saturates.

## Program and output

```python
"""
Result under test: for a solute in a linear dielectric at equilibrium
    G = E0 + E_int/2,    Delta G = (E0 - E_gas) + E_int/2,
and the Hartree-Fock orbital sum gives the same G through
    G = 2*sum(eps_i) - E_ee + E_nn + (E_int_nuc - E_int_el)/2.
E0: expectation value of the vacuum Hamiltonian; E_int: interaction of
all solute charges with the reaction field; E_int_el, E_int_nuc: its
electronic and nuclear parts; E_ee, E_nn: electron and nuclear repulsion.
Model: dipole mu in a sphere of radius a, permittivity eps outside,
reaction field R = f*mu. Atomic units, Gaussian electrostatics.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, solve_banded
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, dft

permittivity = 80.0
radius = 3.5
bond = 1.81
angle_deg = 104.5
f = 2*(permittivity - 1)/((2*permittivity + 1)*radius**3)


# ---- Dielectric response to a unit dipole, by finite volumes ----
def dielectric_response(eps, a, half_points=4000):
    """Return reaction field, material energy, polarisation self-energy."""
    x = np.linspace(-np.log(200), np.log(200), 2*half_points + 1)
    h = x[1] - x[0]
    r = a*np.exp(x)
    x_face = 0.5*(x[1:] + x[:-1])
    r_face = a*np.exp(x_face)
    outside = x_face > 0
    eps_face = np.where(outside, eps, 1.0)
    vacuum_potential = 1/r**2

    def coefficients(weight):
        flux = weight*r_face/h
        cell = (weight[:-1]*(r[1:-1] - r_face[:-1])
                + weight[1:]*(r_face[1:] - r[1:-1]))
        return flux, -flux[:-1] - flux[1:] - 2*cell

    flux, diagonal = coefficients(eps_face)
    extra_flux, extra_diagonal = coefficients(eps_face - 1)
    source = -(extra_flux[1:]*vacuum_potential[2:]
               + extra_flux[:-1]*vacuum_potential[:-2]
               + extra_diagonal*vacuum_potential[1:-1])
    bands = np.zeros((3, len(diagonal)))
    bands[0, 1:] = flux[1:-1]
    bands[1] = diagonal
    bands[2, :-1] = flux[1:-1]
    reaction = np.zeros_like(r)
    reaction[1:-1] = solve_banded((1, 1), bands, source)

    def field_square(potential, mask):
        slope = np.diff(potential)/h
        middle = 0.5*(potential[1:] + potential[:-1])
        density = (slope**2 + 2*middle**2)*r_face*h
        return np.sum(density[mask])

    total = vacuum_potential + reaction
    material = (eps - 1)/6*field_square(total, outside)
    everywhere = np.ones_like(outside)
    mutual = field_square(reaction, everywhere)/6
    return -reaction[half_points]/a, material, mutual


for trial_eps in (2.0, permittivity):
    trial_f = 2*(trial_eps - 1)/((2*trial_eps + 1)*radius**3)
    f_num, material, mutual = dielectric_response(trial_eps, radius)
    share = 3/(2*trial_eps + 1)
    assert abs(f_num/trial_f - 1) < 2e-4
    assert abs(material/(0.5*trial_f*share) - 1) < 5e-4
    assert abs(mutual/(0.5*trial_f*(1 - share)) - 1) < 5e-4
    assert abs((material + mutual)/(0.5*f_num) - 1) < 5e-4


# ---- A saturable medium: one rigid dipole in a field ----
def rigid_dipole(x):
    """Free energy and mean interaction energy, both over kT."""
    norm = quad(lambda u: 0.5*np.exp(x*u), -1, 1)[0]
    mean = quad(lambda u: 0.5*u*np.exp(x*u), -1, 1)[0]/norm
    return -np.log(norm), -x*mean


saturation = {}
for x in (0.1, 1.0, 10.0):
    free, interaction = rigid_dipole(x)
    assert abs(free + np.log(np.sinh(x)/x)) < 1e-9
    assert abs(interaction + x/np.tanh(x) - 1) < 1e-9
    saturation[x] = free/interaction
assert abs(saturation[0.1] - 0.5) < 1e-3
assert saturation[10.0] > 0.7
free, interaction = rigid_dipole(100.0)
assert free/interaction > 0.9

# ---- Water molecule, symmetry axis along z, oxygen at the origin ----
half_angle = np.radians(angle_deg)/2
y_h, z_h = bond*np.sin(half_angle), bond*np.cos(half_angle)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y_h, z_h)],
                  ["H", (0, -y_h, z_h)]],
            unit="Bohr", basis="6-31g*", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
gas_density = mf.make_rdm1()
overlap = mol.intor("int1e_ovlp")
core = mf.get_hcore()
z_matrix = mol.intor("int1e_r")[2]
n_ao = mol.nao
occupied = mol.nelectron//2
repulsion = mol.intor("int2e").reshape((n_ao,)*4)
two_electron = (repulsion - 0.5*repulsion.transpose(0, 2, 1, 3))
two_electron = two_electron.reshape(n_ao**2, n_ao**2)
charges = mol.atom_charges()
z_atoms = mol.atom_coords()[:, 2]
e_nn = mol.energy_nuc()


def solve_solute(coupling=0.0, fixed_field=0.0, centre=0.0):
    """Hartree-Fock in the field fixed_field + coupling*dipole."""
    z = z_matrix - centre*overlap
    mu_nuc = np.sum(charges*(z_atoms - centre))
    density = gas_density.copy()
    for _ in range(500):
        mu = mu_nuc - np.sum(density*z)
        field = fixed_field + coupling*mu
        mean_field = (two_electron @ density.ravel()).reshape(n_ao, n_ao)
        fock = core + mean_field + field*z
        levels, orbitals = eigh(fock, overlap)
        filled = orbitals[:, :occupied]
        new_density = 2*filled @ filled.T
        change = np.max(np.abs(new_density - density))
        if change < 1e-10:
            density = new_density
            break
        density = 0.2*density + 0.8*new_density
    else:
        raise RuntimeError("SCF not converged")
    mean_field = (two_electron @ density.ravel()).reshape(n_ao, n_ao)
    e_ee = 0.5*np.sum(density*mean_field)
    mu_el = -np.sum(density*z)
    mu = mu_nuc + mu_el
    return {"e0": np.sum(density*core) + e_ee + e_nn, "e_ee": e_ee,
            "mu": mu, "field": fixed_field + coupling*mu,
            "int_el": -coupling*mu*mu_el,
            "int_nuc": -coupling*mu*mu_nuc,
            "orbital_sum": 2*np.sum(levels[:occupied]),
            "density": density}


gas = solve_solute()
assert abs(gas["e0"] - mf.e_tot) < 1e-8
sol = solve_solute(coupling=f)
e_int = sol["int_el"] + sol["int_nuc"]
distortion = sol["e0"] - gas["e0"]
g_sol = sol["e0"] + 0.5*e_int
delta_g = g_sol - gas["e0"]
assert distortion > 0 and abs(delta_g) < 0.5*abs(e_int)


# ---- Direct minimisation over trial fields ----
def trial_energy(field, factor):
    state = solve_solute(fixed_field=field)
    return state["e0"] - gas["e0"] - factor*f*state["mu"]**2


best = minimize_scalar(trial_energy, args=(0.5,), bounds=(0, 0.08),
                       method="bounded", options={"xatol": 1e-7})
assert abs(best.x - sol["field"]) < 1e-5
assert abs(best.fun - delta_g) < 1e-8
wrong = minimize_scalar(trial_energy, args=(1.0,), bounds=(0, 0.08),
                        method="bounded", options={"xatol": 1e-7})
wrong_mu = solve_solute(fixed_field=wrong.x)["mu"]
assert abs(wrong.x - 2*f*wrong_mu) < 1e-5

# ---- Free energy by switching on the coupling ----
nodes, weights = np.polynomial.legendre.leggauss(5)
charging = 0.0
for node, weight in zip(nodes, weights):
    partial = solve_solute(coupling=0.5*f*(node + 1))
    charging -= 0.5*(0.5*f*weight)*partial["mu"]**2
assert abs(charging - delta_g) < 1e-8

# ---- Linear solute ----
step = 0.002
alpha = (solve_solute(fixed_field=step)["mu"]
         - solve_solute(fixed_field=-step)["mu"])/(2*step)
linear_delta_g = -0.5*f*gas["mu"]**2/(1 - f*alpha)
assert abs(linear_delta_g/delta_g - 1) < 0.02
assert abs(delta_g/e_int - 0.5*(1 - f*alpha)) < 0.01


# ---- Orbital-sum bookkeeping for two cavity centres ----
def from_orbital_sum(state):
    correction = 0.5*(state["int_nuc"] - state["int_el"])
    return state["orbital_sum"] - state["e_ee"] + e_nn + correction


charge_centre = np.sum(charges*z_atoms)/np.sum(charges)
moved = solve_solute(coupling=f, centre=charge_centre)
moved_int = moved["int_el"] + moved["int_nuc"]
assert abs(from_orbital_sum(sol) - g_sol) < 1e-7
assert abs(from_orbital_sum(moved) - g_sol) < 1e-7
assert abs(moved["e0"] + 0.5*moved_int - g_sol) < 1e-8
assert abs(moved["orbital_sum"] - sol["orbital_sum"]) > 1e-3
short_moved = (moved["orbital_sum"] - moved["e_ee"] + e_nn
               - 0.5*moved_int)
assert abs(short_moved - g_sol) < 1e-7
short_rule = sol["orbital_sum"] - sol["e_ee"] + e_nn - 0.5*e_int
assert abs(short_rule - g_sol) > 1e-3

# ---- Electrons outside the cavity centred on oxygen ----
grid = dft.gen_grid.Grids(mol)
grid.level = 3
grid.build()
ao = dft.numint.eval_ao(mol, grid.coords)
rho = np.einsum("pi,ij,pj->p", ao, sol["density"], ao, optimize=True)
assert abs(np.sum(rho*grid.weights) - mol.nelectron) < 1e-3
beyond = np.linalg.norm(grid.coords, axis=1) > radius
escaped = np.sum((rho*grid.weights)[beyond])

kj = (constants.physical_constants["Hartree energy"][0]
      * constants.N_A/1000)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Water, RHF/6-31G*, dipole in a spherical cavity")
show("O-H distance", bond, "bohr", 2)
show("H-O-H angle", angle_deg, "degree", 1)
show("permittivity", permittivity, "", 1)
show("cavity radius", radius, "bohr", 2)
show("reaction factor f, formula", f, "a.u.", 6)
show("reaction factor f, numerical", f_num, "a.u.", 6)
show("gas dipole", gas["mu"], "a.u.")
show("solvated dipole", sol["mu"], "a.u.")
show("reaction field", sol["field"], "a.u.", 5)
show("gas energy", gas["e0"], "hartree", 6)
show("E0 of solvated state", sol["e0"], "hartree", 6)
show("G of solvated state", g_sol, "hartree", 6)
show("interaction energy E_int", 1000*e_int, "mHa")
show("half of E_int", 500*e_int, "mHa")
mu2 = sol["mu"]**2
show("material part of cost", 1000*material*mu2, "mHa")
show("polarisation-charge part of cost", 1000*mutual*mu2, "mHa")
show("total polarising cost, numerical",
     1000*(material + mutual)*mu2, "mHa")
show("solute distortion energy", 1000*distortion, "mHa")
show("Delta G", 1000*delta_g, "mHa")
show("Delta G", kj*delta_g, "kJ/mol", 2)
show("E_int, the believed answer", kj*e_int, "kJ/mol", 2)
show("Delta G by direct minimisation", 1000*best.fun, "mHa")
show("field at that minimum", best.x, "a.u.", 5)
show("Delta G by coupling integral", 1000*charging, "mHa")
show("field minimising E0 - f mu^2", wrong.x, "a.u.", 5)
show("dipole at that wrong minimum", wrong_mu, "a.u.")
show("polarisability alpha_zz", alpha, "a.u.", 3)
show("f*alpha", f*alpha)
show("Delta G, linear solute", 1000*linear_delta_g, "mHa")
show("Delta G / E_int", delta_g/e_int)
show("(1 - f*alpha)/2", 0.5*(1 - f*alpha))
show("electron repulsion E_ee", sol["e_ee"], "hartree", 6)
show("nuclear repulsion E_nn", e_nn, "hartree", 6)
for name, state in (("O centre", sol), ("charge centre", moved)):
    show(name + ", orbital sum", state["orbital_sum"], "hartree", 6)
    show(name + ", E_int_el", 1000*state["int_el"], "mHa")
    show(name + ", E_int_nuc", 1000*state["int_nuc"] + 0.0, "mHa")
    show(name + ", correction",
         500*(state["int_nuc"] - state["int_el"]), "mHa")
    show(name + ", G from orbital sum",
         from_orbital_sum(state), "hartree", 6)
show("nuclear charge centre, z", charge_centre, "bohr")
show("O centre, G by short rule", short_rule, "hartree", 6)
show("error of short rule", 1000*(short_rule - g_sol), "mHa")
show("electrons outside cavity", escaped)
for x, ratio in saturation.items():
    show(f"rigid dipole, x = {x:g}, A/U", ratio, "", 5)
print("verified")
```

Running it gives:

```
Water, RHF/6-31G*, dipole in a spherical cavity
O-H distance: 1.81 bohr
H-O-H angle: 104.5 degree
permittivity: 80.0
cavity radius: 3.50 bohr
reaction factor f, formula: 0.022889 a.u.
reaction factor f, numerical: 0.022889 a.u.
gas dipole: 0.8732 a.u.
solvated dipole: 0.9809 a.u.
reaction field: 0.02245 a.u.
gas energy: -76.009108 hartree
E0 of solvated state: -76.007906 hartree
G of solvated state: -76.018918 hartree
interaction energy E_int: -22.0240 mHa
half of E_int: -11.0120 mHa
material part of cost: 0.2052 mHa
polarisation-charge part of cost: 10.8068 mHa
total polarising cost, numerical: 11.0121 mHa
solute distortion energy: 1.2011 mHa
Delta G: -9.8109 mHa
Delta G: -25.76 kJ/mol
E_int, the believed answer: -57.82 kJ/mol
Delta G by direct minimisation: -9.8109 mHa
field at that minimum: 0.02245 a.u.
Delta G by coupling integral: -9.8109 mHa
field minimising E0 - f mu^2: 0.05087 a.u.
dipole at that wrong minimum: 1.1111 a.u.
polarisability alpha_zz: 4.907 a.u.
f*alpha: 0.1123
Delta G, linear solute: -9.8292 mHa
Delta G / E_int: 0.4455
(1 - f*alpha)/2: 0.4438
electron repulsion E_ee: 37.915292 hartree
nuclear repulsion E_nn: 9.189149 hartree
O centre, orbital sum: -47.254028 hartree
O centre, E_int_el: 27.7355 mHa
O centre, E_int_nuc: -49.7595 mHa
O centre, correction: -38.7475 mHa
O centre, G from orbital sum: -76.018918 hartree
charge centre, orbital sum: -47.303787 hartree
charge centre, E_int_el: -22.0240 mHa
charge centre, E_int_nuc: 0.0000 mHa
charge centre, correction: 11.0120 mHa
charge centre, G from orbital sum: -76.018918 hartree
nuclear charge centre, z: 0.2216 bohr
O centre, G by short rule: -75.969159 hartree
error of short rule: 49.7595 mHa
electrons outside cavity: 0.0514
rigid dipole, x = 0.1, A/U: 0.50017
rigid dipole, x = 1, A/U: 0.51572
rigid dipole, x = 10, A/U: 0.77825
verified
```
